# Exchange energy of a density compressed along one axis

**A factor of ten against a factor of 1.57**

Take two electrons with opposite spins and the density $n(\mathbf r)=(2/\pi)e^{-2r}$, in Hartree atomic units. Squeeze this cloud along $x$ by a factor of 1000, keeping both electrons. The local density approximation (LDA) for exchange goes from $-0.536$ to $-5.361$ hartree, a factor of ten. The exact exchange energy goes from $-0.625$ to $-0.981$ hartree and has almost stopped changing. Why does one number run away while the other settles?

The squeezed density is

$$n_\lambda(x,y,z)=\lambda\,n(\lambda x,y,z),\qquad \lambda\ge 1 .$$

The prefactor keeps the electron number fixed, because $dx=d(\lambda x)/\lambda$.

**The LDA side**

For a spin-unpolarized density,

$$E_x^{\rm LDA}[n]=-C\int n^{4/3}\,d^3r,\qquad C=\tfrac34\left(\tfrac3\pi\right)^{1/3}.$$

Insert $n_\lambda$ and use $x_1=\lambda x$ as the new variable. The integrand supplies $\lambda^{4/3}$ and the volume element $\lambda^{-1}$:

$$E_x^{\rm LDA}[n_\lambda]=\lambda^{1/3}E_x^{\rm LDA}[n].$$

This holds for every density with a finite, nonzero $\int n^{4/3}$. The spin-polarized form is a sum of such integrals over the spin densities, so it has the same power.

For the pair, $\int_0^\infty r^2e^{-8r/3}dr=2/(8/3)^3=27/256$, so

$$E_x^{\rm LDA}[n]=-C\left(\tfrac2\pi\right)^{4/3}4\pi\,\tfrac{27}{256}=-0.536 .$$

At $\lambda=1000$ the factor is $1000^{1/3}=10$.

**The exact side for two electrons**

Exact exchange means the Fock exchange energy of the Kohn–Sham determinant; correlation is left out. With real or complex orbitals $\phi_{i\sigma}$ and $\gamma_\sigma(\mathbf r,\mathbf r')=\sum_i\phi_{i\sigma}(\mathbf r)\phi_{i\sigma}^*(\mathbf r')$,

$$E_x=-\frac12\sum_\sigma\iint\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

In a two-electron closed shell each spin has one orbital, with $|\phi|^2=n/2$. Hence $|\gamma_\sigma|^2=n(\mathbf r)n(\mathbf r')/4$. Two equal spin terms give

$$E_x=-\frac14\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}=-\frac12U[n],\qquad U[n]=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}.$$

First the starting value. The unit charge $e^{-2r}/\pi$ has the potential $\phi_C=[1-(1+r)e^{-2r}]/r$: differentiating $r\phi_C$ twice gives $-4re^{-2r}$, as Poisson's equation requires, and $r\phi_C$ runs from 0 at the origin to 1 far away. Its interaction integral is

$$4\int_0^\infty\left[re^{-2r}-re^{-4r}-r^2e^{-4r}\right]dr=4\left[\tfrac14-\tfrac1{16}-\tfrac1{32}\right]=\tfrac58 .$$

Two such charges make up $n$, so $U=\frac12\cdot4\cdot\frac58=\frac54$ and $E_x=-0.625$ hartree.

Now compress. Write $\mathbf s=(y,z)$ and substitute $\lambda x\to x$ for both electrons. The normalization factors cancel and the distance alone changes:

$$U[n_\lambda]=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{\sqrt{(x-x')^2/\lambda^2+|\mathbf s-\mathbf s'|^2}} .\tag{1}$$

For a spherical $n$, the separation $\mathbf u=\mathbf r'-\mathbf r$ has a spherical distribution $\int n(\mathbf r)n(\mathbf r+\mathbf u)d^3r$. Let $\mu=u_x/u$. The denominator is $u\sqrt{\mu^2/\lambda^2+1-\mu^2}=u\sqrt{1-k^2\mu^2}$ with $k^2=1-1/\lambda^2$. Averaging over directions multiplies the original energy by

$$\frac12\int_{-1}^1\frac{d\mu}{\sqrt{1-k^2\mu^2}}=\frac{\arcsin k}{k},\qquad E_x[n_\lambda]=E_x[n]\,\frac{\arcsin k}{k}.\tag{2}$$

At $\lambda=1$, $k\to0$ and the factor is 1. At $\lambda\to\infty$, $k\to1$ and it is $\pi/2$. The limit is therefore $-0.625\times1.5708=-0.982$ hartree ($-26.7$ eV). The factor 1.57 holds for every spherical two-electron closed shell, whatever its radial shape. Other densities can give other factors; the six-electron example below gives 1.73.

| $\lambda$ | exact $E_x$ (hartree) | LDA $E_x$ (hartree) |
|---:|---:|---:|
| 1 | −0.625 | −0.536 |
| 5 | −0.874 | −0.917 |
| 10 | −0.924 | −1.155 |
| 1000 | −0.981 | −5.361 |

Solving for equal energies numerically gives $\lambda\approx4.00$. There LDA passes from too weak to too strong; the agreement is a crossing of two different laws.

**What happens to the hole**

In a uniform gas the size of the exchange hole is proportional to $n^{-1/3}$, the one length the density supplies. LDA uses this hole at each point. A convenient measure is $r_s=(3/4\pi n)^{1/3}$, the radius of a sphere that holds one electron at density $n$. Compression reduces it as $\lambda^{-1/3}$, while the layer thickness falls as $\lambda^{-1}$.

For the pair, the root-mean-square $x$ at $\lambda=1$ is 1 bohr and the central $r_s$ is 0.721 bohr. At $\lambda=1000$ they are 0.001 and 0.072 bohr. At the centre, $r_s$ is then about 72 times the root-mean-square $x$ of the layer that should contain the hole. Away from the centre the density is lower, so $r_s$ and the ratio are larger. The true hole for either spin is $-n_\lambda(\mathbf r')/2$. It becomes thin along $x$, but its width in the plane does not shrink. Its Coulomb energy consequently approaches that of a charged sheet.

**More electrons: the orbitals need care**

It is tempting to scale every Kohn–Sham orbital as $\sqrt\lambda\,\phi_i(\lambda x,y,z)$. This gives a determinant with density $n_\lambda$, but not necessarily the Kohn–Sham determinant.

Define that determinant as one of least kinetic energy at the given spin densities, each compressed in the same way as $n$. (The total density alone need not fix them: when the highest occupied level is degenerate, determinants with the same total density and kinetic energy can differ in their spin densities and in $E_x$.) Every determinant for $n_\lambda$ is the scaled image of one for $n$. If the latter has kinetic energies $T_x$ along $x$ and $T_\perp$ in the plane, the scaled one has $\lambda^2T_x+T_\perp$. The weights depend on $\lambda$, so the minimizer may change with $\lambda$.

I therefore look for bounds that hold for every determinant with the given spin densities $n_\sigma$. Each occupied spin channel contains $N_\sigma$ electrons in orbitals of definite spin. Cauchy–Schwarz applied to the sum over orbitals gives

$$|\gamma_\sigma(\mathbf r,\mathbf r')|^2\le\sum_i|\phi_{i\sigma}(\mathbf r)|^2\sum_j|\phi_{j\sigma}(\mathbf r')|^2=n_\sigma(\mathbf r)n_\sigma(\mathbf r').$$

Dividing by the distance and integrating,

$$-E_x[n_\lambda]\le\sum_\sigma U[n_{\sigma\lambda}].\tag{3}$$

With one orbital per spin, the inequality becomes an equality and returns the two-electron result.

**Why the sheet energy is finite**

Equation (1) also holds for each spin density. Its denominator decreases as $\lambda$ grows, so $U[n_{\sigma\lambda}]$ rises towards the energy of a sheet with density $\rho_\sigma(\mathbf s)=\int n_\sigma\,dx$. It remains to show that this sheet energy is finite.

Let $f(\mathbf s)$ be real, smooth and zero far away. In the plane, $\nabla\cdot(\mathbf s/s)=1/s$. Integrating by parts,

$$\int\frac{f^2}{s}\,d^2s=-2\int f\,\frac{\mathbf s}{s}\cdot\nabla f\,d^2s\le2\|f\|\,\|\nabla f\|,\tag{4}$$

where $\|f\|^2=\int f^2d^2s$. A small circle cut out around the origin contributes at most $2\pi\varepsilon\max f^2$, which vanishes with its radius $\varepsilon$. Approximation by smooth functions extends (4) to every $f$ with finite norms on the right. For $f=e^{-s}$ both sides equal $\pi$, so the constant 2 cannot be lowered.

To use (4) with $f=\sqrt{\rho_\sigma}$, its gradient must be controlled. Put $g=\sqrt{n_\sigma}$, so $\rho_\sigma=\int g^2dx$. Then

$$|\nabla\rho_\sigma|^2=4\left|\int g\,\nabla_\perp g\,dx\right|^2\le4\rho_\sigma\int|\nabla_\perp g|^2dx,$$

where $\nabla_\perp$ acts on $y,z$. Since $|\nabla\sqrt{\rho_\sigma}|^2=|\nabla\rho_\sigma|^2/(4\rho_\sigma)$,

$$\int|\nabla\sqrt{\rho_\sigma}|^2d^2s\le G_\sigma,\qquad G_\sigma=\int|\nabla_\perp\sqrt{n_\sigma}|^2d^3r.$$

I assume that $\int|\nabla\sqrt{n_\sigma}|^2d^3r$ is finite, which makes $G_\sigma$ finite. Moving the origin in (4) to any point of the plane shows that the sheet potential is at most $2\sqrt{N_\sigma G_\sigma}$ everywhere. The energy is half the density times the potential, so

$$U[n_{\sigma\lambda}]\le\tfrac12N_\sigma\cdot2\sqrt{N_\sigma G_\sigma}=N_\sigma^{3/2}G_\sigma^{1/2}.\tag{5}$$

There is no $\lambda$ on the right.

Return to the pair. There $\sqrt{n_\sigma}\propto e^{-r}$, so $|\nabla\sqrt{n_\sigma}|^2=n_\sigma$, which integrates to 1. Two of three equivalent directions count, hence $G_\sigma=2/3$. The two spins give $-E_x\le2\sqrt{2/3}=1.63$ hartree. The actual limit, 0.982, lies below this ceiling.

**Could exchange vanish instead?**

A lower bound excludes this. Orthonormality gives $\int|\gamma_\sigma|^2d^3r'=n_\sigma(\mathbf r)$, and a second integration gives $N_\sigma$. Thus $|\gamma_\sigma|^2/N_\sigma$ is a probability density for pairs of points. Let $d=|\mathbf r-\mathbf r'|$. Since $1/d$ is convex, Jensen's inequality gives $\langle1/d\rangle\ge1/\langle d\rangle$. The triangle inequality gives

$$\langle d\rangle\le\langle|\mathbf r|\rangle+\langle|\mathbf r'|\rangle=\frac2{N_\sigma}\int n_\sigma|\mathbf r|\,d^3r .$$

Each spin contributes $\frac12N_\sigma\langle1/d\rangle$ to $-E_x$, which is at least $N_\sigma^2/(4\int n_\sigma|\mathbf r|)$. Compression replaces $|\mathbf r|$ in this integral by $\sqrt{x^2/\lambda^2+s^2}\le|\mathbf r|$, so the bound for the original density remains valid. Together with (3) and (5), for all $\lambda\ge1$,

$$\boxed{\;\sum_\sigma\frac{N_\sigma^2}{4\int n_\sigma|\mathbf r|\,d^3r}\le-E_x[n_\lambda]\le\sum_\sigma N_\sigma^{3/2}G_\sigma^{1/2}\;}\tag{6}$$

The left side also assumes a finite $\int n_\sigma|\mathbf r|$. For the pair, the mean radius is $3/2$, so the floor is $2/(4\times1.5)=0.333$ hartree.

Equation (6) proves that exchange stays between bounds independent of $\lambda$ when fixed spin densities with finite $G_\sigma$ and finite $\int n_\sigma|\mathbf r|$ are compressed. It does not prove that $E_x[n_\lambda]$ has a limit for every density, because the determinant may change with $\lambda$.

**Six electrons, with a limit**

A density whose orbitals are known shows what the limit can be:

$$n=2\pi^{-3/2}(1+2y^2+2z^2)e^{-r^2}.$$

It comes from doubly occupying $\phi_0=\pi^{-3/4}e^{-r^2/2}$, $\sqrt2\,y\phi_0$ and $\sqrt2\,z\phi_0$. After scaling, these are eigenfunctions in the potential $\frac12\lambda^4x^2+\frac12(y^2+z^2)$. An excitation along $x$ costs $\lambda^2$; one along $y$ or $z$ costs 1. For $\lambda>1$ the three scaled orbitals are therefore the lowest. A ground-state determinant also has the least kinetic energy at its density, since all determinants with that density have the same potential energy. At $\lambda=1$ the three first excited orbitals are degenerate, but the density has no $x^2$ term in its prefactor, so the $x$ orbital is empty.

For $\lambda<1$ the $x$ excitation is the cheapest. The scaled determinant is then no longer the ground state of this potential, and the identification is lost.

For $\lambda\ge1$ the part of $\gamma_\sigma$ in the plane is $\pi^{-1}(1+2\mathbf s\cdot\mathbf s')e^{-(s^2+s'^2)/2}$. Set $\mathbf R=(\mathbf s+\mathbf s')/2$ and $\mathbf u=\mathbf s-\mathbf s'$. Then $\mathbf s\cdot\mathbf s'=R^2-u^2/4$ and $s^2+s'^2=2R^2+u^2/2$. With $a=1-u^2/2$, the square integrated over $\mathbf R$ is

$$h(u)=\frac{e^{-u^2/2}}{\pi^2}\int(a+2R^2)^2e^{-2R^2}d^2R=\frac{e^{-u^2/2}}{2\pi}\,(a^2+2a+2).$$

Here the Gaussian integral is $\pi/2$, and the averages are $\langle R^2\rangle=\langle R^4\rangle=\frac12$. Expanding, $a^2+2a+2=5-2u^2+u^4/4$. Integrating $h$ over the plane gives $5-4+2=3$, the number of electrons per spin.

Along $x$, the difference $w=x-x'$ has a Gaussian distribution of variance $1/\lambda^2$. Hence

$$E_x[n_\lambda]=-2\pi\int_0^\infty u\,h(u)\,du\int_{-\infty}^\infty\frac{\lambda e^{-\lambda^2w^2/2}}{\sqrt{2\pi}\sqrt{u^2+w^2}}\,dw .$$

As $\lambda\to\infty$ the inner integral tends to $1/u$. Using the Gaussian moments 1 and 3,

$$E_x\to-\int_0^\infty\left(5-2u^2+\tfrac{u^4}4\right)e^{-u^2/2}du=-\sqrt{\tfrac\pi2}\left(5-2+\tfrac34\right)=-4.700\ \text{hartree},$$

or $-127.9$ eV. This is the planar exchange energy of these three oscillator orbitals, each doubly occupied; other planar orbitals give other values. Numerical quadrature of the double integral at finite $\lambda$ gives the exact column below; the LDA column is the quadrature value at $\lambda=1$ multiplied by $\lambda^{1/3}$:

| $\lambda$ | exact $E_x$ (hartree) | LDA $E_x$ (hartree) |
|---:|---:|---:|
| 1 | −2.713 | −2.475 |
| 10 | −4.339 | −5.332 |
| 1000 | −4.696 | −24.750 |

The bounds (6) for this density are 1.09 and 14.98 hartree, from $\int n_\sigma r=4.137$ bohr and $G_\sigma=2.077$ bohr$^{-2}$. They are wide, but at $\lambda=1000$ LDA is already outside them.

A limit of the same kind, with a value set by the planar density, arises for a product density $f(x)\rho(\mathbf s)$ if $\sqrt f$ is the ground state of a one-dimensional potential with a gap and $\rho$ comes from a gapped planar Kohn–Sham ground state. Compression multiplies the $x$ gap by $\lambda^2$. Once this exceeds the spread of occupied planar levels, every electron has the same $x$ orbital, and exchange tends to its planar value.

**Where finiteness ends**

Compressing along two axes is different. For a spherical pair with $x$ and $y$ both squeezed by $\lambda$, let $\mu=u_z/u$. The angular factor becomes

$$\int_0^1\frac{d\mu}{\sqrt{\mu^2+(1-\mu^2)/\lambda^2}}=\frac{\operatorname{arcsinh}\sqrt{\lambda^2-1}}{\sqrt{1-1/\lambda^2}}\longrightarrow\ln(2\lambda).$$

Exact exchange now diverges, though slowly. The reason is geometric: $1/u$ is integrable at the origin of a plane, but not at the origin of a line. Finiteness under compression along one axis rests on the two dimensions that remain.

All numerical values are calculated from the stated model.
